# Quantum harmonic transition-state rate and its classical high-temperature prefactor: a program that tests the result

```python
"""Quantum harmonic transition-state rate and its classical limit.

Result under test, for a well with stable frequencies nu_i and a saddle with
stable frequencies nu_j (one fewer) at height dV above the well:
  k_q = (kT/h) prod_i 2sinh(h nu_i/2kT) / prod_j 2sinh(h nu_j/2kT) exp(-dV/kT)
  k_c = prod_i nu_i / prod_j nu_j exp(-dV/kT)          (high temperature)
Example: vacancy hop in bcc W, Finnis-Sinclair potential
  E = 1/2 sum V(r) - A sum_i sqrt(rho_i),  rho_i = sum_j (r_ij - d)^2  (r < d)
  V(r) = (r - c)^2 (c0 + c1 r + c2 r^2)                               (r < c)
Internal units of the atomistic part: eV and angstrom.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import eigh
from scipy.optimize import minimize, minimize_scalar

KB_EV = const.k / const.e
H = const.h
KB = const.k
A_EMB, D_CUT, C_CUT = 1.896373, 4.400224, 3.25
C0, C1, C2 = 47.1346499, -33.7665655, 6.2541999
MASS_U = 183.84
MASS = MASS_U * const.atomic_mass


# ---------- classical flux: two coupled coordinates of unequal mass ----------
def model_potential(x, q):
    return 0.5 * (1 - np.cos(x)) + (q - 0.5 * np.sin(x))**2


m1, m2 = 1.0, 3.0
root_mass = np.sqrt(np.array([m1, m2]))
hess_well = np.array([[1.0, -1.0], [-1.0, 2.0]])
hess_saddle = np.array([[0.0, 1.0], [1.0, 2.0]])
# check these second derivatives against the potential itself
for x0, hess in ((0.0, hess_well), (np.pi, hess_saddle)):
    e = 1e-3
    xx = (model_potential(x0 + e, 0) - 2 * model_potential(x0, 0)
          + model_potential(x0 - e, 0)) / e**2
    xq = (model_potential(x0 + e, e) - model_potential(x0 + e, -e)
          - model_potential(x0 - e, e) + model_potential(x0 - e, -e)) / (4 * e**2)
    assert abs(xx - hess[0, 0]) < 1e-4 and abs(xq - hess[0, 1]) < 1e-4
w2_well = np.linalg.eigvalsh(hess_well / np.outer(root_mass, root_mass))
w2_sad, modes_sad = np.linalg.eigh(hess_saddle / np.outer(root_mass, root_mass))


def flux_rate_scaled(kt, tilt=0.0):
    """One-way flux / well population, times exp(+barrier/kT)."""
    tangent = np.cos(tilt) * modes_sad[:, 1] + np.sin(tilt) * modes_sad[:, 0]
    sigma = np.linspace(-4, 4, 8001)
    v_line = model_potential(np.pi + tangent[0] * sigma / root_mass[0],
                             tangent[1] * sigma / root_mass[1])
    line = np.exp(-(v_line - 1) / kt).sum() * (sigma[1] - sigma[0])
    x = np.linspace(-np.pi, np.pi, 1001)
    q = np.linspace(-1.6, 1.6, 1001)
    area = np.exp(-model_potential(x[:, None], q[None, :]) / kt).sum()
    area *= (x[1] - x[0]) * (q[1] - q[0]) * np.sqrt(m1 * m2)
    return np.sqrt(kt / (2 * np.pi)) * line / area


classical_formula = np.sqrt(w2_well.prod() / w2_sad[1]) / (2 * np.pi)
r_hot = flux_rate_scaled(0.02) / classical_formula
r_cold = flux_rate_scaled(0.01) / classical_formula
flux_limit = 2 * r_cold - r_hot      # removes the anharmonic term linear in kT
assert abs(flux_limit - 1) < 2e-3
assert flux_rate_scaled(0.01, 0.3) > 1.01 * flux_rate_scaled(0.01)
assert flux_rate_scaled(0.01, -0.3) > 1.01 * flux_rate_scaled(0.01)

# momentum integral of the one-way flux, in units of kT/h
flux_integral = quad(lambda p: p * np.exp(-p * p / 2), 0, 40)[0]
assert abs(flux_integral - 1) < 1e-8

# ---------- partition function of coupled quantum oscillators (hbar = 1) -----
nb = 28
ladder = np.diag(np.sqrt(np.arange(1, nb)), 1)
wa, wb = np.sqrt(hess_well[0, 0] / m1), np.sqrt(hess_well[1, 1] / m2)
xa = (ladder + ladder.T) / np.sqrt(2 * m1 * wa)
xb = (ladder + ladder.T) / np.sqrt(2 * m2 * wb)
number = np.diag(np.arange(nb) + 0.5)
ham = (wa * np.kron(number, np.eye(nb)) + wb * np.kron(np.eye(nb), number)
       + hess_well[0, 1] * np.kron(xa, xb))
kt_test = 0.5
z_levels = np.exp(-np.linalg.eigvalsh(ham) / kt_test).sum()
z_sinh = np.prod(1 / (2 * np.sinh(np.sqrt(w2_well) / (2 * kt_test))))
assert abs(z_levels / z_sinh - 1) < 1e-4


# ---------- transmission of a parabolic barrier -------------------------------
def transmission_numeric(e, far=15.0):
    """Schroedinger equation psi'' = -(x^2 + 2e) psi, e = energy/(h nu_b)."""
    k = np.sqrt(far**2 + 2 * e)
    slope = far / (2 * k * k)
    psi = k**-0.5 + 0j
    sol = solve_ivp(lambda x, y: [y[1], -(x * x + 2 * e) * y[0]], (far, -far),
                    [psi, (1j * k - slope) * psi], method="DOP853",
                    rtol=1e-9, atol=1e-11)
    f, df = sol.y[0, -1], sol.y[1, -1]
    incoming = 0.5 * (f + (df - slope * f) / (1j * k))
    return 1 / (abs(incoming)**2 * k)


def transmission(e):
    return 1 / (1 + np.exp(-2 * np.pi * e))


for e in (-0.3, 0.0, 0.4):
    assert abs(transmission_numeric(e) - transmission(e)) < 1e-3


def kappa(u):
    return (u / 2) / np.sin(u / 2)


for u in (0.5, 1.5):
    thermal = quad(lambda e: u * np.exp(-u * e) * transmission(e), -12, 0)[0]
    thermal += quad(lambda e: u * np.exp(-u * e) * transmission(e), 0, 80,
                    limit=200)[0]
    assert abs(thermal / kappa(u) - 1) < 1e-6


# ---------- Finnis-Sinclair energy, gradient, Hessian -------------------------
def fs_model(pos, box, order):
    n = len(pos)
    sep = pos[:, None] - pos[None]
    sep -= box * np.round(sep / box)
    r = np.sqrt((sep**2).sum(-1))
    np.fill_diagonal(r, 10.0)
    in_v, in_p = r < C_CUT, r < D_CUT
    x = (r - C_CUT) * in_v
    y = (r - D_CUT) * in_p
    poly = C0 + C1 * r + C2 * r * r
    rho = (y * y).sum(1)
    energy = 0.5 * (x * x * poly).sum() - A_EMB * np.sqrt(rho).sum()
    if order == 0:
        return energy
    dpoly = C1 + 2 * C2 * r
    f1 = -A_EMB / (2 * np.sqrt(rho))
    f_sum = f1[:, None] + f1[None]
    s1 = 2 * x * poly + x * x * dpoly + f_sum * 2 * y
    unit = sep / r[..., None]
    grad = (s1[..., None] * unit).sum(1)
    if order == 1:
        return energy, grad
    s2 = (2 * poly * in_v + 4 * x * dpoly + 2 * C2 * x * x + f_sum * 2 * in_p)
    block = ((s2 - s1 / r)[..., None, None] * unit[..., :, None]
             * unit[..., None, :] + (s1 / r)[..., None, None] * np.eye(3))
    idx = np.arange(n)
    hess = -block
    hess[idx, idx] = block.sum(1)
    hess = hess.transpose(0, 2, 1, 3).reshape(3 * n, 3 * n)
    drho = -2 * y[..., None] * unit
    drho[idx, idx] = -drho.sum(1)
    drho = drho.reshape(n, 3 * n)
    f2 = A_EMB / (4 * rho**1.5)
    return energy, grad, hess + drho.T @ (f2[:, None] * drho)


def bcc_sites(n, a):
    g = np.array([[i, j, k] for i in range(n) for j in range(n)
                  for k in range(n)], float)
    return np.concatenate([g, g + 0.5]) * a


def stationary_point(pos, box, climb):
    """Newton search; climb=True goes uphill along the lowest mode only."""
    n = len(pos)
    shift = np.kron(np.ones((n, 1)) / np.sqrt(n), np.eye(3))
    lift = 1e3 * shift @ shift.T          # moves the translations out of the way
    for it in range(100):
        energy, grad, hess = fs_model(pos, box, 2)
        lam, vec = eigh(hess + lift)
        if abs(grad).max() < 1e-9:
            break
        curv = np.maximum(abs(lam), 0.05)
        if climb:
            curv[0] *= -1
        step = -vec @ ((vec.T @ grad.ravel()) / curv)
        step *= min(1.0, 0.3 / np.linalg.norm(step))
        if it > 25:
            step *= 0.5
        pos = pos + step.reshape(-1, 3)
    assert abs(grad).max() < 1e-8
    lam, vec = lam[:-3], vec[:, :-3]
    assert (lam < 0).sum() == (1 if climb else 0)
    nu = np.sqrt(abs(lam) * const.e / const.angstrom**2 / MASS) / (2 * np.pi)
    return dict(pos=pos, E=energy, lam=lam, vec=vec, nu=nu, hess=hess)


def relax_fixed_hop(n, a, s):
    """Hopping atom held at fraction s of the jump, centre of the rest fixed."""
    pos = bcc_sites(n, a)[1:]
    hop = n**3 - 1
    pos[hop] *= 1 - s
    rest = np.arange(len(pos)) != hop

    def place(y):
        y = y.reshape(-1, 3)
        p = pos.copy()
        p[rest] += y - y.mean(0)
        return p

    def fun(y):
        energy, grad = fs_model(place(y), n * a, 1)
        g = grad[rest]
        return energy, (g - g.mean(0)).ravel()

    res = minimize(fun, np.zeros(3 * rest.sum()), jac=True, method="L-BFGS-B",
                   options=dict(ftol=1e-13, gtol=1e-4, maxiter=200))
    return res.fun, place(res.x)


def hop_states(n, a, s):
    well = stationary_point(bcc_sites(n, a)[1:], n * a, False)
    saddle = stationary_point(relax_fixed_hop(n, a, s)[1], n * a, True)
    return well, saddle


def ln_2sinh_sum(nu, temp):
    half = H * nu / (2 * KB * temp)
    return (half + np.log1p(-np.exp(-2 * half))).sum()


def ln_rates(well, saddle, temp):
    boltz = -(saddle["E"] - well["E"]) / (KB_EV * temp)
    stable = saddle["nu"][1:]
    ln_q = (np.log(KB * temp / H) + ln_2sinh_sum(well["nu"], temp)
            - ln_2sinh_sum(stable, temp) + boltz)
    ln_c = np.log(well["nu"]).sum() - np.log(stable).sum() + boltz
    return ln_q, ln_c


fit = minimize_scalar(lambda a: fs_model(bcc_sites(3, a), 3 * a, 0) / 54,
                      bounds=(3.05, 3.24), method="bounded",
                      options=dict(xatol=1e-8))
a0, e_atom = fit.x, fit.fun

# derivatives of the energy against finite differences
rng = np.random.default_rng(7)
p_test = bcc_sites(3, a0)[1:] + 0.04 * rng.standard_normal((53, 3))
direction = rng.standard_normal((53, 3))
direction /= np.linalg.norm(direction)
_, g_test, h_test = fs_model(p_test, 3 * a0, 2)
eps = 1e-4
fd = (fs_model(p_test + eps * direction, 3 * a0, 0)
      - fs_model(p_test - eps * direction, 3 * a0, 0)) / (2 * eps)
assert abs(fd - (g_test * direction).sum()) < 1e-5
eps = 1e-6
fd = (fs_model(p_test + eps * direction, 3 * a0, 1)[1]
      - fs_model(p_test - eps * direction, 3 * a0, 1)[1]).ravel() / (2 * eps)
assert abs(fd - h_test @ direction.ravel()).max() < 1e-4

# scan of the hop, then well and saddle in two cell sizes
fractions = np.linspace(0.30, 0.50, 11)
profile = [relax_fixed_hop(3, a0, s)[0] for s in fractions]
s_top = fractions[int(np.argmax(profile))]
well3, saddle3 = hop_states(3, a0, s_top)
well, saddle = hop_states(4, a0, s_top)
barrier3 = saddle3["E"] - well3["E"]
barrier = saddle["E"] - well["E"]
moved = saddle["pos"] - bcc_sites(4, a0)[1:]
hop_index = 4**3 - 1
relative = moved[hop_index] - np.delete(moved, hop_index, 0).mean(0)
s_saddle = -relative.sum() / (1.5 * a0)

# the saddle must lead down to the vacancy well
ends = []
for sign in (1, -1):
    start = saddle3["pos"].ravel() + sign * 0.15 * saddle3["vec"][:, 0]

    def downhill(y):
        energy, grad = fs_model(y.reshape(-1, 3), 3 * a0, 1)
        return energy, grad.ravel()
    ends.append(minimize(downhill, start, jac=True, method="L-BFGS-B",
                         options=dict(ftol=1e-14, gtol=1e-5, maxiter=500)).fun
                - well3["E"])
assert abs(min(ends)) < 1e-4

# ---------- limits of the quantum rate on the computed spectrum ---------------
nu_w, nu_s, nu_b = well["nu"], saddle["nu"][1:], saddle["nu"][0]
sum_sq = (nu_w**2).sum() - (nu_s**2).sum()
coef = H**2 * sum_sq / (24 * KB**2)


def ln_ratio(temp):
    q, c = ln_rates(well, saddle, temp)
    return q - c


assert abs(ln_ratio(1e5)) < 1e-4
remainder = [ln_ratio(t) - coef / t**2 for t in (1000.0, 2000.0)]
assert 13 < remainder[0] / remainder[1] < 19        # next term falls as T^-4
zpe_w = 0.5 * H * nu_w.sum() / const.e
zpe_s = 0.5 * H * nu_s.sum() / const.e
t_low = 5.0
cold = np.log(KB * t_low / H) - (barrier + zpe_s - zpe_w) / (KB_EV * t_low)
assert abs(ln_rates(well, saddle, t_low)[0] - cold) < 1e-2
trace_sq = ((np.trace(well["hess"]) - np.trace(saddle["hess"])) * const.e
            / const.angstrom**2 / MASS / (4 * np.pi**2))
assert abs(trace_sq - (sum_sq + nu_b**2)) < 1e-6 * (nu_w**2).sum()

# ---------- neglected effects --------------------------------------------------
T_USE = 1500.0
kt = KB_EV * T_USE
STRAIN = 0.006
well_x, saddle_x = hop_states(4, a0 * (1 + STRAIN), s_top)
expansion_factor = np.exp(ln_rates(well_x, saddle_x, T_USE)[1]
                          - ln_rates(well, saddle, T_USE)[1])
size_factor = np.exp(ln_rates(well3, saddle3, T_USE)[1]
                     - ln_rates(well, saddle, T_USE)[1])


def anharmonic_value(e_plus, e_minus, harmonic, temp_energy):
    """Leading free-energy shift: <even part> - <odd part^2>/(2kT)."""
    return ((e_plus + e_minus) / 2 - harmonic
            - ((e_plus - e_minus) / 2)**2 / (2 * temp_energy))


# the estimator against an exact one-dimensional configuration integral
tq = 1e-3
xs = np.linspace(-0.4, 0.4, 40001)
gauss = np.exp(-xs**2 / (2 * tq))
v_plus = xs**2 / 2 + 0.3 * xs**3 + 0.5 * xs**4
exact_shift = -tq * np.log(np.exp(-v_plus / tq).sum() / gauss.sum())
estimate = (gauss * anharmonic_value(v_plus, v_plus[::-1], xs**2 / 2, tq)
            ).sum() / gauss.sum()
assert abs(estimate / exact_shift - 1) < 0.05


def anharmonic_shift(state, first, pairs=2000):
    gen = np.random.default_rng(11)
    lam, vec = state["lam"][first:], state["vec"][:, first:]
    values = []
    for _ in range(pairs):
        xi = gen.standard_normal(len(lam))
        move = (vec @ (xi * np.sqrt(kt / lam))).reshape(-1, 3)
        up = fs_model(state["pos"] + move, 3 * a0, 0) - state["E"]
        down = fs_model(state["pos"] - move, 3 * a0, 0) - state["E"]
        values.append(anharmonic_value(up, down, 0.5 * kt * (xi @ xi), kt))
    return np.mean(values), np.std(values) / np.sqrt(pairs)


shift_w, err_w = anharmonic_shift(well3, 0)
shift_s, err_s = anharmonic_shift(saddle3, 1)
shift = shift_s - shift_w
shift_err = np.hypot(err_w, err_s)
amplitude = np.sqrt(kt * (1 / well["lam"]).sum() / (3 * len(well["pos"])))

# ---------- output -------------------------------------------------------------
print(f"test: classical flux / formula, kT->0 = {flux_limit:.5f}")
print(f"test: level sum / sinh product = {z_levels / z_sinh:.7f}")
print(f"potential A = {A_EMB} eV/A, d = {D_CUT} A, c = {C_CUT} A")
print(f"potential c0 = {C0} eV/A^2, c1 = {C1} eV/A^3, c2 = {C2} eV/A^4")
print(f"atomic mass = {MASS_U} u")
print(f"lattice constant = {a0 / 10:.5f} nm")
print(f"energy per atom in crystal = {e_atom:.4f} eV")
print(f"jump length = {a0 * np.sqrt(3) / 20:.4f} nm")
print(f"atoms in cell = {len(well['pos'])}")
print(f"stable modes: well {len(nu_w)}, saddle {len(nu_s)}")
print(f"saddle position, fraction of jump = {s_saddle:.4f}")
print(f"minima beside saddle, above well = {ends[0]:.5f}, {ends[1]:.5f} eV")
print(f"barrier dV = {barrier:.4f} eV = {barrier * const.e:.4e} J")
print(f"well frequencies: {nu_w.min()/1e12:.3f} to {nu_w.max()/1e12:.3f} THz")
print(f"saddle frequencies: {nu_s.min()/1e12:.3f} to {nu_s.max()/1e12:.3f} THz")
print(f"unstable frequency nu_b = {nu_b / 1e12:.3f} THz")
print(f"zero-point energy: well {zpe_w:.5f} eV, saddle {zpe_s:.5f} eV")
print(f"zero-point change dZ = {1e3 * (zpe_s - zpe_w):.3f} meV")
prefactor = np.exp(np.log(nu_w).sum() - np.log(nu_s).sum())
print(f"classical prefactor = {prefactor / 1e12:.3f} THz")
print(f"sum nu_i^2 - sum nu_j^2 = {sum_sq / 1e24:.3f} THz^2")
print(f"same plus nu_b^2 (trace difference) = {trace_sq / 1e24:.3f} THz^2")
print(f"coefficient of 1/T^2 in ln(k_q/k_c) = {coef:.1f} K^2")
print(f"remainder ratio 1000 K / 2000 K = {remainder[0] / remainder[1]:.2f}")
sinh_ratio = np.exp(ln_2sinh_sum(nu_w, T_USE) - ln_2sinh_sum(nu_s, T_USE))
print(f"at {T_USE:.0f} K: kT = {kt:.5f} eV")
print(f"at {T_USE:.0f} K: kT/h = {KB * T_USE / H / 1e12:.3f} THz")
print(f"at {T_USE:.0f} K: ratio of sinh products = {sinh_ratio:.5f}")
print(f"at {T_USE:.0f} K: exp(-dV/kT) = {np.exp(-barrier / kt):.4e}")
for temp in (100.0, 300.0, 1000.0, 1500.0, 2000.0):
    q, c = ln_rates(well, saddle, temp)
    print(f"T = {temp:.0f} K: k_q = {np.exp(q):.4e} /s, k_c = {np.exp(c):.4e} /s,"
          f" k_q/k_c = {np.exp(q - c):.6f},"
          f" tunnelling = {kappa(H * nu_b / (KB * temp)):.6f}")
print(f"temperature where u_b = 2 pi: {H * nu_b / (2 * np.pi * KB):.1f} K")
print(f"53-atom cell: barrier = {barrier3:.4f} eV")
print(f"53-atom / 127-atom rate at 1500 K = {size_factor:.3f}")
print(f"linear expansion used (rough) = {100 * STRAIN:.1f} %")
print(f"barrier in expanded cell = {saddle_x['E'] - well_x['E']:.4f} eV")
print(f"expanded / unexpanded rate at 1500 K = {expansion_factor:.3f}")
print(f"anharmonic shift of barrier, 1500 K = {shift:.3f} +- {shift_err:.3f} eV")
print(f"rate factor from that shift = {np.exp(-shift / kt):.2f}")
print(f"rms amplitude per direction, 1500 K = {amplitude / 10:.4f} nm")
print(f"second neighbour to cutoff c = {(C_CUT - a0) / 10:.4f} nm")
print("all good")
```

Running it gives:

```
test: classical flux / formula, kT->0 = 1.00005
test: level sum / sinh product = 1.0000000
potential A = 1.896373 eV/A, d = 4.400224 A, c = 3.25 A
potential c0 = 47.1346499 eV/A^2, c1 = -33.7665655 eV/A^3, c2 = 6.2541999 eV/A^4
atomic mass = 183.84 u
lattice constant = 0.31652 nm
energy per atom in crystal = -8.9000 eV
jump length = 0.2741 nm
atoms in cell = 127
stable modes: well 378, saddle 377
saddle position, fraction of jump = 0.5000
minima beside saddle, above well = 0.00000, 0.00000 eV
barrier dV = 1.4488 eV = 2.3213e-19 J
well frequencies: 2.106 to 7.108 THz
saddle frequencies: 1.973 to 7.152 THz
unstable frequency nu_b = 2.752 THz
zero-point energy: well 3.79024 eV, saddle 3.76731 eV
zero-point change dZ = -22.924 meV
classical prefactor = 43.205 THz
sum nu_i^2 - sum nu_j^2 = 54.286 THz^2
same plus nu_b^2 (trace difference) = 61.857 THz^2
coefficient of 1/T^2 in ln(k_q/k_c) = 5209.8 K^2
remainder ratio 1000 K / 2000 K = 15.72
at 1500 K: kT = 0.12926 eV
at 1500 K: kT/h = 31.255 THz
at 1500 K: ratio of sinh products = 1.38555
at 1500 K: exp(-dV/kT) = 1.3556e-05
T = 100 K: k_q = 6.9672e-60 /s, k_c = 4.1465e-60 /s, k_q/k_c = 1.680271, tunnelling = 1.076542
T = 300 K: k_q = 2.0960e-11 /s, k_c = 1.9781e-11 /s, k_q/k_c = 1.059622, tunnelling = 1.008120
T = 1000 K: k_q = 2.1678e+06 /s, k_c = 2.1565e+06 /s, k_q/k_c = 1.005224, tunnelling = 1.000727
T = 1500 K: k_q = 5.8706e+08 /s, k_c = 5.8570e+08 /s, k_q/k_c = 1.002318, tunnelling = 1.000323
T = 2000 K: k_q = 9.6651e+09 /s, k_c = 9.6525e+09 /s, k_q/k_c = 1.001303, tunnelling = 1.000182
temperature where u_b = 2 pi: 21.0 K
53-atom cell: barrier = 1.4698 eV
53-atom / 127-atom rate at 1500 K = 0.733
linear expansion used (rough) = 0.6 %
barrier in expanded cell = 1.5271 eV
expanded / unexpanded rate at 1500 K = 0.655
anharmonic shift of barrier, 1500 K = -0.028 +- 0.025 eV
rate factor from that shift = 1.24
rms amplitude per direction, 1500 K = 0.0096 nm
second neighbour to cutoff c = 0.0085 nm
all good
```
